# The direction-dependent Coulomb cusp of an anisotropic donor envelope

## A case that can be seen through

Take an electron of isotropic effective mass $m$ bound to a donor of unit charge in a medium of dielectric constant $\varepsilon$. In Hartree atomic units, for a spherical state,

$$-\frac1{2m}\left(\psi''+\frac2r\psi'\right)-\frac{\psi}{\varepsilon r}=E\psi .$$

As $r\to0$ two terms grow like $1/r$, and they must cancel: $-\psi'(0)/m-\psi(0)/\varepsilon=0$. Hence $\psi=\psi(0)[1-(m/\varepsilon)r+\dots]$. The energy plays no part, because $E\psi$ stays finite.

In silicon or germanium a conduction valley has two masses, $m_t$ across its axis and $m_l$ along it. The slope then depends on direction. Inserting a directional mass into $m/\varepsilon$ does not give it, because the kinetic operator couples the directions.

## The model and the result

Let $z$ be the valley axis. The one-valley envelope equation is

$$-\frac12\left[\frac{\partial_x^2+\partial_y^2}{m_t}+\frac{\partial_z^2}{m_l}\right]\psi-\frac{\psi}{\varepsilon r}=E\psi. \tag{1}$$

Its ground state is nodeless and even under $\mathbf r\to-\mathbf r$, with $\psi(0)\neq0$. Define

$$\gamma=\frac{m_t}{m_l},\quad \beta=1-\gamma,\quad c=|\cos\theta|,\quad q=\sqrt{c^2+\gamma(1-c^2)},$$

where $\theta$ is the angle from the valley axis. The claim is

$$\psi(r,\theta)=\psi(0)\left[1-\kappa(\theta)r+O(r^2|\ln r|)\right], \tag{2}$$

$$\kappa(\theta)=\frac{2m_t}{\varepsilon\beta}\left[1-q+c\,\ln\frac{q+c}{\sqrt\gamma\,(1+c)}\right]. \tag{3}$$

It holds for $\gamma<1$ and $\gamma>1$; at $\gamma=1$ the limit is meant.

## First derivation: rescaling and channel matching

**Rescaling.** Put $X=\sqrt{m_t}\,x$, $Y=\sqrt{m_t}\,y$, $Z=\sqrt{m_l}\,z$. Then $\partial_x^2/m_t=\partial_X^2$, and likewise for the others, so the kinetic operator becomes $-\frac12\nabla_R^2$. The anisotropy moves into the potential. With $R=|(X,Y,Z)|$ and $u=Z/R$,

$$r^2=R^2\left[\frac{1-u^2}{m_t}+\frac{u^2}{m_l}\right]=\frac{R^2}{m_t}(1-\beta u^2).$$

Equation (1) becomes

$$\nabla_R^2\psi=-2E\psi-\frac{2g(u)}{\varepsilon R}\psi,\qquad g=\frac{\sqrt{m_t}}{s},\quad s=\sqrt{1-\beta u^2}. \tag{4}$$

**Why a linear term is the right form.** The source in (4) is no worse than $1/R$, so $\psi$ is continuous at the origin, and $|\psi-\psi(0)|\le CR^\alpha$ for any $\alpha<1$. Let $f(u)$ satisfy $\nabla_R^2(Rf)=-2g/(\varepsilon R)$, and subtract $\psi(0)Rf$ from $\psi$. The difference has the source $-2E\psi-2g[\psi-\psi(0)]/(\varepsilon R)$, of size at most $R^{\alpha-1}$. That is weak enough for the difference to have a continuous gradient. The difference is even, so its gradient vanishes at the origin. Therefore $\psi=\psi(0)[1+Rf(u)]+o(R)$. Now $\psi-\psi(0)=O(R)$, the source of the difference is bounded, and the remainder improves to $O(R^2|\ln R|)$.

**Matching in each channel.** Expand $g=\sum_l g_lP_l(u)$ and $f=\sum_l f_lP_l(u)$ with even $l$. Since

$$\nabla_R^2(RP_l)=\left[2-l(l+1)\right]\frac{P_l}{R}=-(l-1)(l+2)\frac{P_l}{R},$$

equating the coefficients of $P_l/R$ gives

$$f_l=\frac{2g_l}{\varepsilon(l-1)(l+2)}. \tag{5}$$

Thus $f_0=-g_0/\varepsilon$, $f_2=g_2/(2\varepsilon)$ and $f_4=g_4/(9\varepsilon)$. The first is the isotropic rule with an averaged strength. The higher channels have the opposite sign relative to $g_l$: there the centrifugal term outweighs the radial part of the Laplacian. The denominator vanishes for $l=1$, but parity removes that channel.

**Summing the channels.** The series solves

$$[(1-u^2)f']'+2f=-\frac{2g}{\varepsilon}.$$

Since $f=u$ solves the homogeneous equation, set $f=uw$ and multiply by $u$. The terms in undifferentiated $w$ are $-2u^2w+2u^2w=0$, and the rest combine into

$$[(1-u^2)u^2w']'=-\frac{2\sqrt{m_t}}{\varepsilon}\frac us=\frac{2\sqrt{m_t}}{\varepsilon\beta}\,s',$$

because $s'=-\beta u/s$. Integrate once. The left side must vanish at $u=1$, where $s=\sqrt\gamma$; otherwise $w$ would diverge logarithmically on the axis. Hence

$$w'=\frac{2\sqrt{m_t}}{\varepsilon\beta}(s-\sqrt\gamma)\left[\frac1{u^2}+\frac1{1-u^2}\right]. \tag{6}$$

The integral is

$$w=-\frac{2\sqrt{m_t}}{\varepsilon\beta}\left[\frac{s-\sqrt\gamma}{u}+\sqrt\gamma\,\ln\frac{1+u}{s+\sqrt\gamma u}\right]. \tag{7}$$

To verify it, differentiate. The first term in the bracket gives $-\beta/s-(s-\sqrt\gamma)/u^2$. For the logarithm, use $s^2-\gamma u^2=1-u^2$:

$$\frac{\sqrt\gamma-\beta u/s}{s+\sqrt\gamma u}=\frac{(\sqrt\gamma-\beta u/s)(s-\sqrt\gamma u)}{1-u^2}=\frac{\sqrt\gamma/s-u}{1-u^2}.$$

The last step uses $\gamma+\beta=1$ and $\beta u^2=1-s^2$. Subtracting this from $1/(1+u)=(1-u)/(1-u^2)$ shows that the logarithm has derivative $(1-\sqrt\gamma/s)/(1-u^2)$. With $\beta(1-u^2)=s^2-\gamma$,

$$\frac{\beta}{s}-\frac{\sqrt\gamma-\gamma/s}{1-u^2}=\frac{s-\gamma/s-\sqrt\gamma+\gamma/s}{1-u^2}=\frac{s-\sqrt\gamma}{1-u^2},$$

which is the remaining part of (6).

An added constant in $w$ would put a term proportional to $u$, an $l=1$ part, into $f$. Expression (7) has none. The logarithm's argument at $u$ times that at $-u$ is $(1-u^2)/(s^2-\gamma u^2)=1$, so $w$ is odd and $f=uw$ is even.

**Back to physical directions.** Along a ray at angle $\theta$, $R/r=\sqrt{m_t\sin^2\theta+m_l\cos^2\theta}=\sqrt{m_l}\,q$. By symmetry take $\cos\theta\ge0$; then $u=c/q$. Also $q^2-\beta c^2=\gamma$, so $s=\sqrt\gamma/q$. Since $Rf=-\kappa r$,

$$\kappa=-\sqrt{m_l}\,q f=\frac{2\sqrt{m_lm_t}\,q}{\varepsilon\beta}\left[\frac{\sqrt\gamma}{q}-\sqrt\gamma+\frac{\sqrt\gamma\,c}{q}\ln\frac{q+c}{\sqrt\gamma(1+c)}\right].$$

The factor $\sqrt{m_lm_t}\sqrt\gamma$ equals $m_t$, and (3) follows.

## Limits and the next term

On the axis $c=q=1$. In the transverse plane $c=0$ and $q=\sqrt\gamma$. Therefore

$$\kappa(0^\circ)=\frac{m_t\ln(1/\gamma)}{\varepsilon(1-\gamma)},\qquad \kappa(90^\circ)=\frac{2m_t}{\varepsilon(1+\sqrt\gamma)}. \tag{8}$$

Both tend to $m_t/\varepsilon$ as $\gamma\to1$. If $m_l\to\infty$ at fixed $m_t$, the transverse slope tends to $2m_t/\varepsilon$. This is the cusp of a two-dimensional hydrogen atom, where $\psi''+\psi'/r$ replaces $\psi''+2\psi'/r$: a very heavy longitudinal mass freezes the motion along $z$. The axial slope grows in this limit, but only as $\ln(m_l/m_t)$.

The remainder in (2) carries a logarithm for a definite reason. At order $R^0$ the source in (4), divided by $\psi(0)$, is $-2E-2gf/\varepsilon$. A term $R^2P_2$ has zero Laplacian, so it cannot balance the $l=2$ part. But $\nabla_R^2(R^2\ln R\,P_2)=5P_2$. Writing $(gf)_2$ for the $P_2$ coefficient of $gf$, the expansion contains

$$aR^2\ln R\,P_2(u),\qquad a=-\frac{2}{5\varepsilon}(gf)_2 .$$

In physical coordinates $R^2P_2=(3Z^2-R^2)/2=r^2[m_lc^2-m_t(1-c^2)/2]$. Replacing $\ln R$ by $\ln r$ changes only a term $r^2$ times a function of direction, without a logarithm. The coefficient of $r^2\ln r$ is therefore $a[m_lc^2-m_t(1-c^2)/2]$.

## Second derivation: the tail in wavevector space

A cusp in position space is a power-law tail in wavevector space. This route needs neither the rescaling nor the channels.

Let $\tilde\psi(\mathbf k)$ be the Fourier transform, $\mathbf k=k\mathbf n$, $\mu=n_z$, and write the kinetic energy as $\frac12k^2t(\mathbf n)$ with

$$t(\mathbf n)=\frac{1-\mu^2}{m_t}+\frac{\mu^2}{m_l}=\frac{1-\beta\mu^2}{m_t}.$$

The transform of $1/r$ is $4\pi/k^2$, so (1) reads

$$\left[\tfrac12k^2t(\mathbf n)-E\right]\tilde\psi(\mathbf k)=\frac{4\pi}{\varepsilon}\int\frac{d^3k'}{(2\pi)^3}\frac{\tilde\psi(\mathbf k')}{|\mathbf k-\mathbf k'|^2}.$$

Assume that $|\tilde\psi|$ falls at least as fast as $k^{-4}$. For large $k$ the integral is then dominated by $k'\ll k$, where the denominator is $k^2$. What remains is $\int d^3k'\,\tilde\psi/(2\pi)^3=\psi(0)$. The corrections are smaller by one power of $k$: the part of $\psi(0)$ beyond $k'\sim k$ is of order $1/k$, and the region $\mathbf k'\approx\mathbf k$ contributes $k^{-4}\cdot k=k^{-3}$. Hence

$$\tilde\psi(\mathbf k)=\frac{8\pi\psi(0)}{\varepsilon k^4t(\mathbf n)}+O(k^{-5}). \tag{9}$$

For an even state, $\psi(0)-\psi(\mathbf r)=\int d^3k\,\tilde\psi\,(1-\cos\mathbf k\cdot\mathbf r)/(2\pi)^3$. Wavevectors below a fixed cutoff contribute $O(r^2)$, and the $k^{-5}$ correction contributes $O(r^2|\ln r|)$. The linear term comes from the tail:

$$\psi(0)\kappa r=\frac{\psi(0)}{\pi^2\varepsilon}\int\frac{d\Omega_n}{t(\mathbf n)}\int_0^\infty\frac{1-\cos(k\,\mathbf n\cdot\mathbf r)}{k^2}\,dk .$$

Integration by parts turns the inner integral into $\int_0^\infty\sigma\sin(k\sigma)/k\,dk=\pi|\sigma|/2$ with $\sigma=\mathbf n\cdot\mathbf r$. So

$$\kappa(\hat{\mathbf r})=\frac1{2\pi\varepsilon}\int d\Omega_n\,\frac{|\mathbf n\cdot\hat{\mathbf r}|}{t(\mathbf n)}. \tag{10}$$

The cusp is an average of the directional mass $1/t(\mathbf n)$ over all wavevector directions, with weight $|\mathbf n\cdot\hat{\mathbf r}|$. This is why no single directional mass suffices. For equal masses the weight integrates to $2\pi$ and $\kappa=m/\varepsilon$.

Weak anisotropy is now immediate. To first order $1/t=m_t(1+\beta\mu^2)$. The weighted mean of $\mu^2$ is $\frac12$ if $\hat{\mathbf r}$ lies on the axis and $\frac14$ if it is transverse, hence $(1+c^2)/4$ in general:

$$\kappa\approx\frac{m_t}{\varepsilon}\left[1+\frac{\beta}{4}(1+c^2)\right].$$

On the axis (10) is elementary for any $\gamma$:

$$\kappa(0^\circ)=\frac{2m_t}{\varepsilon}\int_0^1\frac{\mu\,d\mu}{1-\beta\mu^2}=\frac{m_t}{\varepsilon\beta}\ln\frac1\gamma. \tag{11}$$

For other directions, apply the Laplacian in physical space to $r\kappa=\int d\Omega_n|\mathbf n\cdot\mathbf r|/(2\pi\varepsilon t)$. Since $\nabla^2|\mathbf n\cdot\mathbf r|=2\delta(\mathbf n\cdot\mathbf r)=2\delta(\mathbf n\cdot\hat{\mathbf r})/r$, only the great circle perpendicular to $\hat{\mathbf r}$ survives. On it $\mu=-\sin\theta\cos\phi$, so

$$\nabla^2(r\kappa)=\frac{m_t}{\pi\varepsilon r}\int_0^{2\pi}\frac{d\phi}{1-\beta\sin^2\theta\cos^2\phi}=\frac{2m_t}{\varepsilon rq},$$

because $1-\beta\sin^2\theta=q^2$. In terms of $c$,

$$[(1-c^2)\kappa']'+2\kappa=\frac{2m_t}{\varepsilon q}.$$

Put $\kappa=cv$ and multiply by $c$, as before. Since $q'=\beta c/q$, the right side is $(2m_t/\varepsilon\beta)q'$. Integrating with regularity at $c=1$, where $q=1$, gives

$$v'=-\frac{2m_t}{\varepsilon\beta}\frac{1-q}{c^2(1-c^2)}. \tag{12}$$

The solution is

$$v=\frac{2m_t}{\varepsilon\beta}\left[\frac{1-q}{c}+\ln\frac{q+c}{\sqrt\gamma(1+c)}\right].$$

To verify it, note that the first term has derivative $-\beta/q-(1-q)/c^2$. From $q^2-c^2=\gamma(1-c^2)$ and $q^2-\beta c^2=\gamma$,

$$\frac{q'+1}{q+c}=\frac{(\beta c+q)(q-c)}{q\gamma(1-c^2)}=\frac{1-cq}{q(1-c^2)}.$$

Subtracting $1/(1+c)$ gives $(1/q-1)/(1-c^2)$ for the logarithm. Adding $-\beta/q=-(1-q^2)/[q(1-c^2)]$ leaves $-(1-q)/(1-c^2)$. Together with $-(1-q)/c^2$ this is the right side of (12). The constant is fixed by (11): at $c=1$ the bracket is $\frac12\ln(1/\gamma)$, as required. Then $\kappa=cv$ is again (3).

## Numbers for a donor in silicon

Take rough typical values, $m_t=0.19$, $m_l=0.92$ and $\varepsilon=11.7$. Then $\gamma=0.2065$ and the natural length is $L=\varepsilon/m_t=3.259$ nm. From (8),

$$\kappa(0^\circ)L=\frac{\ln4.842}{0.7935}=1.988,\qquad \kappa(90^\circ)L=\frac2{1.4544}=1.375.$$

| $\theta$ | $\kappa$ (1/nm) | $1/\kappa$ (nm) |
|---|---|---|
| 0° | 0.610 | 1.64 |
| 30° | 0.571 | 1.75 |
| 60° | 0.479 | 2.09 |
| 90° | 0.422 | 2.37 |

The ratio of the extreme slopes is 1.45, against a mass ratio of 4.84 with square root 2.20. For a germanium-like $\gamma=0.05$ it is 1.93.

For silicon the channels converge quickly. In units $m_t=\varepsilon=1$ the first three are $f_0=-1.2338$, $f_2=0.2994$ and $f_4=0.0255$. On the axis they add to $-0.909$. Multiplying by $-R/r=-2.200$ gives 2.00, within 1% of 1.988.

Equation (1) was also diagonalized in unscaled coordinates, with finite elements in $r$ and even Legendre polynomials in $\cos\theta$, a basis without a built-in cusp. Over five directions from 0° to 90°, the eigenvector's slopes differ from (3) by at most $4\times10^{-5}$ of the formula's value for silicon, $1.4\times10^{-4}$ for $\gamma=0.05$ and $5\times10^{-6}$ for $\gamma=3$. The axial coefficient of $r^2\ln r$, in units of $L^{-2}$, is 0.567 from the formula and 0.569 from the eigenvector.

The one-valley binding energy is 29.65 meV. The best trial function $\exp[-\sqrt{(x^2+y^2)/a^2+z^2/b^2}]$, with $a=2.436$ nm and $b=1.397$ nm, binds by 29.61 meV, only 0.14% less. Yet its axial slope $1/b=0.716$ nm$^{-1}$ is 17% too large, and its transverse slope $1/a=0.411$ nm$^{-1}$ is 3% too small. A good energy does not secure the cusp: the energy is stationary at the exact state, so its error is only of second order in the error of the trial function.

On the axis at 0.334 nm, $\psi/\psi(0)$ is 0.806 and the linear law gives 0.796. At 0.667 nm the values are 0.641 and 0.593, so the law is then 8% low.

## What each derivation assumes

The first derivation is local. It uses (1) near the origin, $\psi(0)\ne0$ and even parity; it does not ask how the state behaves far away. It therefore covers excited even states with $\psi(0)\neq0$ as well. It needs a quadratic kinetic energy, so that a linear rescaling produces the Laplacian. The potential may be more general: for a dielectric that is uniaxial about the valley axis one replaces $g(u)$, and (5) still holds for an even $g$; without axial symmetry, spherical harmonics replace the $P_l$ and the denominator is unchanged.

The second derivation is global. It needs a Fourier transform and the assumed $k^{-4}$ decay, which the first does not. In return, (10) uses only that the kinetic energy approaches $\frac12k^2t(\mathbf n)$ at large $k$, with $t$ even and positive; $t$ need not be a quadratic form. The Coulomb term must be isotropic as written.

The second route also shows where a crystal departs from both. The cusp is built from arbitrarily large $k$, whereas effective-mass theory holds only near the valley minimum. Structure on the scale of the lattice constant, roughly 0.54 nm, calls for wavevectors that are no longer small on the scale of the Brillouin zone, so the parabolic band is already doubtful there. The screened Coulomb energy at that distance is 228 meV, far above the binding energy. The linear law, however, is accurate only at such distances or below. In silicon (3) is thus a property of the envelope equation, and a condition its numerical solutions must meet, rather than a prediction for the electron density beside the donor atom.

Another neglected effect is the loss of screening close to the donor. Replace $1/\varepsilon$ in the potential by $[1+(\varepsilon-1)e^{-r/d}]/\varepsilon$, with a rough $d=0.10$ nm. The $1/r$ coefficient at the origin becomes 1, so either derivation gives a strict cusp $\varepsilon\kappa$: on the axis $11.7\times0.610=7.14$ nm$^{-1}$, which the diagonalization reproduces. The one-valley binding rises from 29.6 to 51.5 meV and the density at the donor grows 45-fold. Both figures depend strongly on the rough value of $d$: at 0.08 nm they are about 39 meV and 15-fold, at 0.12 nm about 84 meV and 130-fold. For $d=0.10$ nm, a contact estimate, which holds the unperturbed density fixed at its value at the donor, gives a shift of 6.3 meV, and the full first-order expectation value gives 5.2 meV, against the actual 21.9 meV. Since the model is used here beyond its range, these figures size the failure and do not predict a level. For comparison, phosphorus in silicon is bound by roughly 45 meV, well above the one-valley Coulomb value. That difference cannot be assigned to lost screening within one valley alone: the short-range potential also couples the six valleys of silicon, which (1) leaves out.

Temperature enters (3) only through the values of the masses and $\varepsilon$, but together with the donor and carrier densities it determines how far the state is occupied. The thermal energy is 0.34 meV at 4 K, small against the binding energy, and 26 meV at 300 K, comparable with it.

## Computed results

```
inputs (rough, Si): mt = 0.19, ml = 0.92 electron masses, eps = 11.7
mass ratio gamma = mt/ml = 0.2065
length unit eps/mt = 3.2586 nm; energy unit = 37.769 meV
reduced channel l=0: g_l = 1.23381, f_l = -1.23381
reduced channel l=2: g_l = 0.59877, f_l = 0.29938
reduced channel l=4: g_l = 0.22921, f_l = 0.02547
theta (deg), K, kappa (1/nm), 1/kappa (nm), eigenvector kappa (1/nm)
   0  1.9879  0.6100  1.639  0.6101
  30  1.8594  0.5706  1.753  0.5706
  60  1.5607  0.4789  2.088  0.4789
  90  1.3751  0.4220  2.370  0.4220
cusp ratio kappa(0)/kappa(90) = 1.4456
for comparison ml/mt = 4.842, sqrt(ml/mt) = 2.200
largest relative slope deviation, Si-like: 4.0e-05
largest relative slope deviation, gamma=0.050: 1.4e-04
largest relative slope deviation, gamma=3: 4.9e-06
reduced log coefficient a = 0.11709
r^2 ln r coefficient on axis (reduced): formula 0.5670, eigenvector 0.5686
one-valley binding energy = 29.649 meV
envelope density at donor = 0.03789 1/nm^3
r (nm), theta (deg), psi/psi(0), linear law
  0.0417   0  0.9745  0.9746
  0.0417  90  0.9826  0.9824
  0.1668   0  0.8996  0.8982
  0.1668  90  0.9324  0.9296
  0.3337   0  0.8057  0.7964
  0.3337  90  0.8699  0.8592
  0.6674   0  0.6413  0.5929
  0.6674  90  0.7579  0.7184
trial function: a = 2.436 nm, b = 1.397 nm, binding 29.607 meV
trial cusps: axis 0.7161, transverse 0.4105 1/nm; ratio 1.7443
Ge-like ratio gamma = 0.050: K(0) = 3.1534, K(90) = 1.6345, ratio 1.9293
neglected: screening lost within about 0.10 nm (rough)
  one-valley binding with it = 51.51 meV, shift 21.86 meV
  density at donor grows by factor 45.16
  strict cusp on axis then = 7.141 1/nm, eps*kappa(0) = 7.137 1/nm
  contact estimate: one valley 6.27 meV, six valleys in phase 37.6 meV
lattice constant (rough) = 0.54 nm; times kappa(0) = 0.329
screened Coulomb energy at that distance = 227.9 meV
thermal energy at 4 K = 0.345 meV
thermal energy at 300 K = 25.852 meV
```
